\section*{How evaporative self-cooling limits a steady precursor flow}

\section*{The feedback}

\textbf{Q.} I set a valve on a vessel of liquid precursor at room temperature, and the vapour pressure fixes the flow. Why should the flow then fall, with plenty of liquid left?

\textbf{A.} Because the vapour pressure belongs to the temperature of the liquid surface, and evaporation cools that surface. Each mole that leaves takes up the vaporisation enthalpy $H$. In a steady state this heat must arrive from surroundings at temperature $T_0$, and it arrives only if the liquid is colder than they are. Let $K$ be the total thermal conductance from the surroundings to the evaporating surface, in W/K. With liquid temperature $T$ and molar flow $F$,
\begin{equation}
K(T_0-T)=HF .
\label{balance}
\end{equation}
A larger flow means a colder liquid, and a colder liquid gives a smaller flow. The feedback is negative. The heat inflow falls as $T$ rises. Well below the critical temperature the evaporation heat rises with $T$, so the two curves cross once and there is one steady state. Close to the critical point, where $H$ falls steeply, this argument no longer applies.

\textbf{Q.} In a closed cylinder some of the new vapour stays behind to fill the space the liquid has left. Is $H$ per drawn mole still right?

\textbf{A.} Nearly. Let $E$ be the evaporation rate, and let $v_l,v_v$ be the molar volumes of liquid and vapour. At constant temperature the liquid loses volume $Ev_l$ per unit time, and the retained vapour fills it:
\begin{equation}
(E-F)v_v=Ev_l
\quad\Longrightarrow\quad
E=F\,\frac{v_v}{v_v-v_l}.
\end{equation}
The internal energy of the contents changes at the rate $-Eu_l+(E-F)u_v$. This equals the heat inflow $\dot Q$ minus the enthalpy $Fh_v$ carried out. With $u=h-pv$,
\begin{align}
\dot Q&=-Eu_l+(E-F)u_v+Fh_v\nonumber\\
&=E(h_v-h_l)+p\left[Ev_l-(E-F)v_v\right]=EH ,
\end{align}
since the bracket vanishes. The heat per drawn mole is $Hv_v/(v_v-v_l)$, which tends to $H$ when the liquid volume is negligible. I take that limit first and return to the correction below.

\section*{The linear result}

\textbf{Q.} You still need to know how fast the flow drops with temperature.

\textbf{A.} That follows from phase equilibrium. Along the coexistence line the chemical potentials of the two phases stay equal, and $d\mu=-s\,dT+v\,dp$ for each. Hence $(s_v-s_l)\,dT=(v_v-v_l)\,dp$. The entropy difference is $H/T$, so
\begin{equation}
\frac{dp}{dT}=\frac{H}{T(v_v-v_l)}\simeq\frac{Hp}{RT^2},
\qquad
\frac{d\ln p}{dT}=\frac{H}{RT^2}.
\label{clap}
\end{equation}
The second form uses an ideal vapour, $v_v=RT/p$, and neglects $v_l$.

Now suppose that the flow is proportional to the vapour pressure, $F=Cp(T)$, with a fixed valve coefficient $C$ and no back-pressure. Let $F_0=Cp(T_0)$ be the uncooled flow, which the same valve would pass with the liquid at $T_0$. The tangent at $T_0$ is
\begin{equation}
F\simeq F_0\left[1-\frac{H}{RT_0^2}(T_0-T)\right].
\label{tangent}
\end{equation}
The energy balance gives $T_0-T=HF/K$. Inserting this and collecting the terms in $F$,
\begin{equation}
F\left(1+\frac{F_0H^2}{KRT_0^2}\right)=F_0,
\end{equation}
and therefore
\begin{equation}
F=\frac{F_0}{1+\beta},
\qquad
\beta=\frac{F_0H^2}{KRT_0^2}.
\label{main}
\end{equation}
The enthalpy enters squared because it acts twice: it sets the cooling per mole and the steepness of the vapour-pressure curve.

\textbf{Q.} So the flow is reduced by $1/(1+\beta)$?

\textbf{A.} It is multiplied by that factor. The fraction lost is $\beta/(1+\beta)$. The temperature in $\beta$ is that of the surroundings, not the unknown temperature of the liquid.

\section*{What linearisation costs}

\textbf{Q.} Vapour pressure is exponential. Why trust a tangent?

\textbf{A.} For small $\beta$ only, and the error can be found. Write $x=F/F_0$, $\varepsilon=RT_0/H$ and $y=H(T_0-T)/(RT_0^2)$. The energy balance becomes $y=\beta x$, and the definition of $y$ gives $T=T_0(1-\varepsilon y)$. Integrating Eq.~\eqref{clap} with constant $H$,
\begin{equation}
\ln x=-\frac HR\left(\frac1T-\frac1{T_0}\right)
=-\frac{H(T_0-T)}{RTT_0}
=-\frac{y}{1-\varepsilon y}.
\label{full}
\end{equation}
To second order $\ln x=-y-\varepsilon y^2$, so that $x=1-y+(\tfrac12-\varepsilon)y^2$. Putting $y=\beta x$ and moving the linear term to the left,
\begin{equation}
x-\frac1{1+\beta}\simeq
\left(\tfrac12-\varepsilon\right)\frac{(\beta x)^2}{1+\beta}.
\label{error}
\end{equation}
For small $\beta$ the right side tends to $(\tfrac12-\varepsilon)\beta^2$. The linear result is thus correct to first order in $\beta$.

\textbf{Q.} Does it err on the safe side?

\textbf{A.} For an ideal vapour with constant $H$, it does if $H>2RT_0$. The second derivative of $e^{-H/RT}$ has the sign of $H/R-2T$, so the curve is then convex everywhere below $T_0$ and lies above its tangent. At the steady temperature of the linear model, the true evaporation therefore takes more heat than flows in. The liquid must cool further, the heat inflow grows, and by Eq.~\eqref{balance} so does the flow. Equation~\eqref{main} is then a lower bound within this model. It is not one for a real vapour, whose steeper vapour-pressure curve lowers the flow at first order in $\beta$: for the Peng--Robinson ammonia below, the linear $F/F_0$ is 0.792 against 0.785, and it stays too high up to $\beta$ of roughly 0.5. For $H<2RT_0$ the sign in Eq.~\eqref{error} reverses, and at small $\beta$ the linear result is too high.

\textbf{Q.} Opening the valve without limit makes Eq.~\eqref{main} level off at $KRT_0^2/H^2$. Is that the greatest flow the vessel can give?

\textbf{A.} No. At that flow the cooling is $RT_0^2/H$, where the tangent reaches zero pressure; the real curve does not. I solved Eqs.~\eqref{balance} and \eqref{full} by numerical root finding with $\varepsilon=0.119$, the value for the ammonia example below:
\begin{center}
\begin{tabular}{ccc}
$\beta$ & linear $F/F_0$ & exponential $F/F_0$\\
0.1 & 0.909 & 0.912\\
0.3 & 0.769 & 0.785\\
1.0 & 0.500 & 0.553\\
3.0 & 0.250 & 0.328
\end{tabular}
\end{center}
Relative to the exponential law, the linear result is 2\% low at $\beta=0.3$ and about 10\% low at $\beta=1$. At $\beta=10$ the flow is 1.53 times the apparent ceiling. A bound that does hold in this model comes from the heat supply: $T>0$ in Eq.~\eqref{balance} gives $F<KT_0/H$. A real liquid would freeze before reaching it.

\textbf{Q.} Is anything left of the simple factor when the cooling is strong?

\textbf{A.} Yes, as a statement about small changes. Open the valve slightly at any operating point. From $F=Cp(T)$ and Eq.~\eqref{balance},
\begin{equation}
d\ln F=d\ln C+\frac{H}{RT^2}\,dT,
\qquad
dT=-\frac{HF}{K}\,d\ln F .
\end{equation}
Eliminating $dT$,
\begin{equation}
\frac{d\ln F}{d\ln C}=\frac1{1+b},
\qquad b=\frac{FH^2}{KRT^2},
\label{local}
\end{equation}
with the actual $F$ and $T$. No tangent at $T_0$ was used. At $\beta=0.8$ and the same $\varepsilon$, the value is 0.65: opening the valve by 1\% raises the flow by about 0.65\%.

\section*{Other ways of drawing the vapour}

\textbf{Q.} What if my delivery line does not obey $F=Cp$?

\textbf{A.} Keep $F_0$ as the actual uncooled flow and replace the slope in Eq.~\eqref{tangent} by that of your flow law. The same elimination gives
\begin{equation}
F\simeq\frac{F_0}{1+g\beta},
\qquad
g=\frac{RT_0^2}{H}\left.\frac{d\ln F}{dT}\right|_{T_0}.
\end{equation}
For an ideal vapour four cases follow.
\begin{itemize}
\item A choked orifice passes $F\propto p/\sqrt T$. The slope is $H/(RT^2)-1/(2T)$, so $g=1-\varepsilon/2$.
\item Viscous flow through a long tube into a low pressure has $F\propto p^2$, if the temperature dependence of the tube's coefficient is neglected. Then $g=2$.
\item With a fixed back-pressure $p_d$ and $F\propto p-p_d$, $g=p_0/(p_0-p_d)$, where $p_0=p(T_0)$. At a given $F_0$, a small pressure drop makes the flow very sensitive to cooling. At a given valve coefficient, $F_0$ itself is proportional to $p_0-p_d$, and the product $g\beta$ does not depend on $p_d$.
\item A saturated carrier gas at fixed total pressure $P$ and carrier flow $F_c$ takes up $F=F_c\,p/(P-p)$. Since $d\ln F/d\ln p=P/(P-p)$, $g=P/(P-p_0)$. The heat brought by the carrier is neglected.
\end{itemize}

For a real vapour, let $Z=pv/(RT)$ in each phase and $\Delta Z=Z_v-Z_l$. Equation~\eqref{clap} becomes $d\ln p/dT=H/(RT^2\Delta Z)$, and the heat per drawn mole is $HZ_v/\Delta Z$. For $F\propto p$ both factors multiply $\beta$, so $g=Z_v/\Delta Z^2$.

\section*{An ammonia cylinder}

\textbf{Q.} Give me a case where this matters.

\textbf{A.} Take ammonia, a nitrogen source for nitride deposition, drawn as vapour from a liquefied-gas cylinder. Rough typical values are $T_0=295$ K, $K=5$ W/K and $F_0=3.00$ slm (standard litres per minute at $0\,^\circ$C and 1 atm), or 2.231 mmol/s. I computed the vapour properties by equating the fugacities of liquid and vapour in the Peng--Robinson equation of state, with its parameters set to a critical point of 405 K and 113 bar and an acentric factor of 0.25, chosen to resemble ammonia. This gives $H=20.6$ kJ/mol and $p_0=9.2$ bar. They are model values, not measurements. Unrounded critical constants or the Soave--Redlich--Kwong equation move $H$ to 20.8--21.0 kJ/mol and $p_0$ to 9.1--9.3 bar, and lower the flows below by 0.01--0.02 slm; empirical correlations put $H$ near 20 kJ/mol, which gives $\beta\approx0.25$. The last digit of each flow serves only to compare effects within the model. Then
\begin{equation}
\beta=\frac{(2.231\times10^{-3})(2.061\times10^4)^2}
{5\times8.314\times295^2}=0.262,
\end{equation}
\begin{equation}
F=\frac{3.00\ \text{slm}}{1.262}=2.38\ \text{slm},
\end{equation}
which is 1.768 mmol/s. The cooling is
\begin{equation}
T_0-T=\frac{(2.061\times10^4)(1.768\times10^{-3})}{5}=7.3\ \text{K}.
\end{equation}
About a fifth of the uncooled flow is lost.

\textbf{Q.} And with the exponential?

\textbf{A.} Root finding gives $F/F_0=0.805$, or 2.42 slm, and a cooling of 7.4 K. The linear flow is 1.6\% lower. The small-$\beta$ estimate $(\tfrac12-\varepsilon)\beta^2=0.026$ is twice the actual difference in $F/F_0$, 0.013. Equation~\eqref{error} explains this: its further factor $x^2/(1+\beta)=0.805^2/1.262=0.51$ brings the estimate to 0.013. In this model of an ideal vapour with constant $H$, the cylinder pressure falls to 7.4 bar. For a heat-capacity ratio $\gamma=1.3$, an orifice stays choked while the downstream pressure is below $[2/(\gamma+1)]^{\gamma/(\gamma-1)}$ times this, about 4.1 bar.

\textbf{Q.} You have neglected a good deal. Which omission hurts most?

\textbf{A.} Of the effects I tried, a change in $K$. I solved the steady balance again for each one, holding $T_0$ and $F_0$ fixed. The reference is the exponential law at 2.42 slm.
\begin{itemize}
\item The orifice's factor $1/\sqrt T$ raises the flow to 2.44 slm.
\item Peng--Robinson vapour, with $H$ varying with temperature and the retained vapour included, lowers it to 2.36 slm. Here $Z_v=0.917$ and $\Delta Z=0.905$, so $g=1.12$. With the ideal-gas orifice factor $1/\sqrt T$ as well, it is 2.38 slm.
\item If natural convection makes the conductance vary as $K[(T_0-T)/10\ \text{K}]^{1/4}$, the flow is 2.39 slm.
\item If $K$ describes only the path to the liquid, and a conductance of 20 W/K inside it acts in series, the total is $1/(1/5+1/20)=4$ W/K and the flow is 2.31 slm.
\item If half the wetted wall is lost as the liquid is used, and $K$ halves with it, the flow is 2.06 slm, 15\% below the reference.
\end{itemize}
The linear result agrees with the real-vapour orifice value because, for these numbers, curvature and the orifice factor, which raise the flow, nearly cancel the real-vapour corrections, which lower it. That is no general merit of Eq.~\eqref{main}.

The convection law also changes the weak-flow limit. There $(T_0-T)^{5/4}\propto F_0$, so the cooling varies as $F_0^{4/5}$ and not as $F_0$. A constant $K$ must then be read as the value near the working temperature difference. This law assumes that convection carries all the heat. For a painted cylinder in a room radiation carries more, and its coefficient hardly depends on the temperature difference; the total then varies roughly as $(T_0-T)^{0.1}$, the flow stays within about 0.5\% of the reference, and the weak-flow cooling is nearly proportional to $F_0$.

\textbf{Q.} Could the surface simply fail to evaporate fast enough?

\textbf{A.} Not here. With every arriving molecule condensing, kinetic theory gives a one-way evaporation rate of $Ap_0/\sqrt{2\pi MRT_0}$ for surface area $A$ and molar mass $M$. For $A=0.04$ m$^2$ and $M=17$ g/mol, $F_0$ is about $10^{-6}$ of this rate. If only one arriving molecule in a hundred condensed, the ratio would still be about $10^{-4}$. Under these assumptions heat supply is the limit, not surface kinetics.

\section*{Time, pulses and real supply lines}

\textbf{Q.} Deposition runs in pulses of seconds. Does a steady-state formula apply at all?

\textbf{A.} First find how slowly the liquid responds. With one temperature for the contents and a constant heat capacity $C_{\rm th}$,
\begin{equation}
C_{\rm th}\frac{dT}{dt}=K(T_0-T)-HF(T).
\end{equation}
For a small deviation $\theta$ from the steady state, $dF/dT=FH/(RT^2)$ gives
\begin{equation}
\frac{d\theta}{dt}=-\frac{K}{C_{\rm th}}(1+b)\,\theta ,
\end{equation}
with $b$ from Eq.~\eqref{local}. The feedback that lowers the flow also speeds up settling.

Take 1200 mol of liquid at 80 J/(mol K) and a vessel of 24 kJ/K, both rough. Then $C_{\rm th}=120$ kJ/K, and the settling time at the exponential-law steady state is 5.5 h. At the steady flow, three such times use about 9\% of the fill, so the steady state is approached while the level slowly falls. In this one-temperature model a short trial therefore shows nearly the uncooled flow and says little about a long run. Resistance inside the liquid lets the surface cool sooner: with the 20 W/K used above and the bulk still at $T_0$, the flow is already about 6\% below $F_0$.

If the valve is open for a fraction $D$ of a cycle much shorter than $C_{\rm th}/K$, the temperature hardly moves within a cycle. The mean heat balance is $K(T_0-T)=DHF$, where $F$ is now the flow while open. With the tangent~\eqref{tangent},
\begin{equation}
F=\frac{F_0}{1+D\beta}.
\end{equation}
For $D=0.2$ the cylinder gives $3.00/1.052=2.85$ slm while open, a loss of 5\%. This assumes that the pressure holds steady during each pulse, which a model with one temperature cannot establish. In a cylinder the vapour space acts as the buffer. With 16 L of vapour in equilibrium with the surface, the inner conductance of 20 W/K and a 10 s cycle, the surface feels only the mean draw, and the flow while open is 2.82 slm, the value of the formula with the series conductance of 4 W/K. With only 0.1 L of vapour space the flow sags within each pulse and averages 2.76 slm.

\textbf{Q.} How close is this to a real ammonia supply?

\textbf{A.} The value of $K$ corresponds to about 0.6 m$^2$ of wetted wall at roughly 8 W/(m$^2$ K), of which natural convection in still air gives about 3 and radiation from a painted wall about 5. This is plausible for a large unheated cylinder. The fixed valve is an assumption that a flow-controlled line breaks. A regulator and mass-flow controller hold $F$ constant while their inlet pressure suffices, so the factor $1/(1+\beta)$ does not appear in the flow. Cooling then shows up as falling cylinder pressure, with $T_0-T=HF/K$. Holding the full 3.00 slm would cool the liquid by $35.1\ \text{K}\times0.262=9.2$ K, compared with 7.3 K in the linear fixed-valve case. If the thermal resistance inside the liquid is negligible, a heater that delivers a constant power $P_h$ to the liquid changes the balance to $K(T_0-T)+P_h=HF$. Then $K$ is unchanged and $T_0$ is replaced by $T_0+P_h/K$. Under the same condition, a jacket held at a fixed temperature instead adds its own conductance to whatever conductance to the room remains, and $T_0$ is replaced by the mean of the jacket and room temperatures, weighted by these conductances. In both cases $F_0$ must be taken at the new $T_0$.
